# Choosing the Two Grids in PAW and Keeping the Hamiltonian Consistent: a program that tests the result

```python
"""Double-grid PAW: is H the exact derivative of the discretized energy?

Result under test: dE/dc*_nG = f_n (H c_n)_G, when the coarse pseudo-density n
is Fourier interpolated (P) to a fine grid, augmented there, and the fine
potential v is returned by the filter R = (Nc/Nf) P^T (Nc, Nf: total points).
E = kinetic + E_fine[P n + compensation] + sum_a one_centre(rho_a)
H = kinetic + R v + sum_a |p_i> (Dgrid_ij + d one_centre/d rho_ij) <p_j|
rho_ij = sum_n f_n <psi_n|p_i><p_j|psi_n>;  Dgrid_ij = fine integral of v Q_ij.
Hartree atomic units; spin-unpolarized LDA exchange; round model parameters.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CELL = 8.0                      # cubic cell side, bohr
VOL = CELL**3
MMAX = 3                        # largest plane-wave index along an axis
NC, NWRAP, NF = 13, 10, 26      # points per axis: coarse, too coarse, fine
RC = 1.0                        # radius of compensation functions, bohr
ZION, QCORE = 1.0, 0.5          # ionic and partial-core charge per centre
SIGMA = 0.7                     # projector width, bohr
QS, QP, DIP = 0.2, 0.1, 0.05    # s and p monopoles (e), sp dipole (e bohr)
BS, BP, U1 = -0.1, 0.05, 0.05   # one-centre energy parameters, hartree
CENTRES = np.array([[3.1, 3.9, 4.2], [5.0, 4.3, 3.7]])
WF = VOL / NF**3                # fine-grid quadrature weight

# plane-wave basis
r = np.arange(-MMAX, MMAX + 1)
K = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
K = K[(K**2).sum(1) <= MMAX**2]
G = 2 * np.pi / CELL * K
G2 = (G**2).sum(1)
NPW = len(K)


def shapes(npts, centre):
    """Compact functions with unit monopole and unit x, y, z dipoles."""
    x = np.arange(npts) * CELL / npts
    d = np.array(np.meshgrid(x, x, x, indexing="ij"))
    d = (d - centre[:, None, None, None] + CELL / 2) % CELL - CELL / 2
    s = np.maximum(1 - (d**2).sum(0) / RC**2, 0)**3
    g0 = s * 315 / (64 * np.pi * RC**3)
    g1 = d * s * 3465 / (64 * np.pi * RC**5)
    return np.concatenate([g0[None], g1])


SHAPES = [shapes(NF, c) for c in CENTRES]
ION = ZION * sum(g[0] for g in SHAPES)
CORE = QCORE * sum(g[0] for g in SHAPES)
MOM = np.zeros((4, 4, 4))       # moment L of projector pair i, j
MOM[0] = np.diag([QS, QP, QP, QP])
for mu in (1, 2, 3):
    MOM[mu, 0, mu] = MOM[mu, mu, 0] = DIP

PROJ = []
for c in CENTRES:
    p = np.column_stack([np.ones(NPW), -1j * G])
    p = p * (np.exp(-G2 * SIGMA**2 / 2) * np.exp(-1j * G @ c))[:, None]
    PROJ.append(p / np.linalg.norm(p, axis=0))
S = np.eye(NPW) + sum(p @ MOM[0] @ p.conj().T for p in PROJ)

kf = 2 * np.pi / CELL * np.fft.fftfreq(NF, 1 / NF)
kf2 = kf[:, None, None]**2 + kf[None, :, None]**2 + kf[None, None, :]**2
POISSON = np.where(kf2 > 0, 4 * np.pi / np.where(kf2 > 0, kf2, 1), 0)


def along_axes(m, a):
    return np.einsum("ai,bj,ck,ijk->abc", m, m, m, a, optimize=True)


def embedding(nc):
    """Zero padding in index space; an even grid splits its Nyquist mode."""
    e = np.zeros((NF, nc))
    for k in range(-(nc // 2), nc // 2 + 1):
        half = nc % 2 == 0 and abs(k) == nc // 2
        e[k % NF, k % nc] += 0.5 if half else 1.0
    return e


EMB = {n: embedding(n) for n in (NC, NWRAP, NF)}


def interpolate(n):
    nc = n.shape[0]
    padded = along_axes(EMB[nc], np.fft.fftn(n))
    return np.fft.ifftn(padded).real * (NF / nc)**3


def fourier_filter(v, nc):
    cut = along_axes(EMB[nc].T, np.fft.fftn(v))
    return np.fft.ifftn(cut).real * (nc / NF)**3


def sampling(v, nc):
    """The tempting but wrong return path: keep values at coarse points."""
    step = NF // nc
    return v[::step, ::step, ::step]


def density(C, f, nc):
    a = np.zeros((C.shape[1], nc, nc, nc), complex)
    a[:, K[:, 0] % nc, K[:, 1] % nc, K[:, 2] % nc] = C.T
    psi = np.fft.ifftn(a, axes=(1, 2, 3)) * nc**3
    n = np.einsum("n,nxyz->xyz", f, np.abs(psi)**2) / VOL
    rho = []
    for p in PROJ:
        b = p.conj().T @ C
        rho.append((f * b.conj()) @ b.T)
    return n, np.array(rho)


def fine_grid(n, rho):
    """Energy, potential and augmented density on the fine grid."""
    nf = interpolate(n)
    for g, occ in zip(SHAPES, rho):
        nf = nf + np.tensordot(np.einsum("lij,ij->l", MOM, occ).real, g, 1)
    charge = nf - ION
    vh = np.fft.ifftn(POISSON * np.fft.fftn(charge)).real
    d = np.maximum(nf + CORE, 0)
    ex = -0.75 * (3 / np.pi)**(1 / 3) * np.sum(d**(4 / 3))
    e = WF * (0.5 * np.sum(charge * vh) + ex)
    return e, vh - (3 * d / np.pi)**(1 / 3), nf


def energy_parts(C, f, nc):
    n, rho = density(C, f, nc)
    kin = np.sum(f * (0.5 * G2 @ np.abs(C)**2))
    lev = np.array([BS, BP, BP, BP])
    one = sum((lev @ np.diag(o)).real + 0.5 * U1 * np.sum(np.abs(o)**2)
              for o in rho)
    return np.array([kin, fine_grid(n, rho)[0], one])


def energy(C, f, nc):
    return energy_parts(C, f, nc).sum()


def strengths(v, rho):
    """Grid part and one-centre part of D_ij for each centre."""
    grid = [np.einsum("lij,l->ij", MOM, WF * np.tensordot(g, v, 3))
            for g in SHAPES]
    one = [np.diag([BS, BP, BP, BP]) + U1 * o.T for o in rho]
    return grid, one


def hamiltonian(n, rho, back=fourier_filter):
    nc = n.shape[0]
    v = fine_grid(n, rho)[1]
    vk = np.fft.fftn(back(v, nc)) / nc**3
    q = (K[:, None, :] - K[None, :, :]) % nc
    H = np.diag(0.5 * G2) + vk[q[..., 0], q[..., 1], q[..., 2]]
    for p, dg, d1 in zip(PROJ, *strengths(v, rho)):
        H = H + p @ (dg + d1) @ p.conj().T
    return H


def slope(path, h=1e-3):
    """Fourth-order central difference of path(t) at t = 0."""
    return (8 * (path(h) - path(-h)) - path(2 * h) + path(-2 * h)) / (12 * h)


# 1. FFT routines against real-space trigonometric kernels and transposes
rng = np.random.default_rng(7)
adjoint_err = 0.0
for nc in (NC, NWRAP):
    t = 2 * np.pi * (np.arange(NF)[:, None] / NF - np.arange(nc) / nc)
    ker = 1 + 2 * sum(np.cos(k * t) for k in range(1, (nc + 1) // 2))
    if nc % 2 == 0:
        ker = ker + np.cos(nc // 2 * t)
    ker = ker / nc
    n, v = rng.normal(size=(nc,) * 3), rng.normal(size=(NF,) * 3)
    e1 = np.abs(interpolate(n) - along_axes(ker, n)).max()
    ref = (nc / NF)**3 * along_axes(ker.T, v)
    e2 = np.abs(fourier_filter(v, nc) - ref).max()
    adjoint_err = max(adjoint_err, e1, e2)
assert adjoint_err < 1e-11

# 2. energy derivative for complex orbitals with fractional occupations
f3 = np.array([2.0, 1.3, 0.6])
C3 = rng.normal(size=(NPW, 3)) + 1j * rng.normal(size=(NPW, 3))
C3 = np.linalg.qr(C3 * np.exp(-0.4 * G2)[:, None])[0]
dirn = rng.normal(size=(NPW, 3)) + 1j * rng.normal(size=(NPW, 3))
dirn /= np.linalg.norm(dirn)


def predicted(H, d):
    return 2 * np.sum(f3 * (d.conj() * (H @ C3)).sum(0)).real


deriv = {}
for nc in (NC, NWRAP):
    H = hamiltonian(*density(C3, f3, nc))
    assert np.abs(H - H.conj().T).max() < 1e-11
    num = slope(lambda t: energy(C3 + t * dirn, f3, nc))
    deriv[nc] = (num, predicted(H, dirn))
    assert abs(num - deriv[nc][1]) < 1e-6

# 3. direction in which filtering and sampling disagree most
Hfil = hamiltonian(*density(C3, f3, NC))
Hsam = hamiltonian(*density(C3, f3, NC), back=sampling)
worst = (Hsam - Hfil) @ C3 * f3
worst /= np.linalg.norm(worst)
num_w = slope(lambda t: energy(C3 + t * worst, f3, NC))
fil_w, sam_w = predicted(Hfil, worst), predicted(Hsam, worst)
assert abs(num_w - fil_w) < 1e-6
assert abs(num_w - sam_w) > 1e-5

# 4. an alias-free coarse grid reproduces the single fine grid
Hone = hamiltonian(*density(C3, f3, NF))
h_diff = np.abs(Hone - Hfil).max()
e_diff = abs(energy(C3, f3, NF) - energy(C3, f3, NC))
assert h_diff < 1e-10 and e_diff < 1e-10

# 5. self-consistent two-electron ground state with either return path
f1 = np.array([2.0])


def scf(back):
    n = np.full((NC,) * 3, 2.0 / VOL)
    rho = np.zeros((2, 4, 4), complex)
    for it in range(1, 151):
        eps, U = eigh(hamiltonian(n, rho, back), S)
        n2, rho2 = density(U[:, :1], f1, NC)
        change = max(np.abs(n2 - n).max(), np.abs(rho2 - rho).max())
        if change < 1e-11:
            break
        n, rho = 0.5 * (n + n2), 0.5 * (rho + rho2)
    assert change < 1e-9
    return eps, U, it


def rotation_slope(psi, phi):
    return slope(lambda t: energy(np.cos(t) * psi + np.sin(t) * phi, f1, NC))


eps, U, nit = scf(fourier_filter)
eps_s, Us, _ = scf(sampling)
psi, psi_s = U[:, :1], Us[:, :1]
grad = Us[:, 1:].conj().T @ hamiltonian(*density(psi_s, f1, NC)) @ psi_s
gnorm = np.linalg.norm(grad)
phi_s = Us[:, 1:] @ grad / gnorm
phi = phi_s - psi @ (psi.conj().T @ S @ phi_s)
phi /= np.sqrt((phi.conj().T @ S @ phi).real)
slope_f, slope_s = rotation_slope(psi, phi), rotation_slope(psi_s, phi_s)
assert abs(slope_f) < 1e-7
assert abs(slope_s - 4 * gnorm) < 1e-7 and slope_s > 1e-5
parts = energy_parts(psi, f1, NC)
e_f, e_s = parts.sum(), energy(psi_s, f1, NC)
assert e_s - e_f > 1e-11
wrap = energy(psi, f1, NWRAP) - energy(psi, f1, NF)
assert abs(wrap) > 1e-9

# 6. charge on the fine grid and monopole quadrature on both grids
n, rho = density(psi, f1, NC)
_, v, nfine = fine_grid(n, rho)
q_smooth, q_fine = n.sum() * VOL / NC**3, nfine.sum() * WF
q_overlap = 2 * (psi.conj().T @ S @ psi)[0, 0].real
assert abs(q_fine - q_overlap) < 5e-3
offsets = rng.uniform(0, CELL, size=(40, 3))
mono = {m: max(abs(shapes(m, c)[0].sum() * VOL / m**3 - 1) for c in offsets)
        for m in (NC, NF)}
assert mono[NF] < 0.2 * mono[NC]
dgrid, done = strengths(v, rho)


def show(label, value, unit="", fmt=".6f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("cell side", CELL, "bohr", ".1f")
show("distance between centres", np.linalg.norm(CENTRES[1] - CENTRES[0]),
     "bohr", ".4f")
show("plane waves", NPW, "", "d")
show("kinetic cutoff", 0.5 * G2.max(), "hartree", ".4f")
print(f"points per axis, coarse / wrapped / fine: {NC} / {NWRAP} / {NF}")
show("coarse spacing", CELL / NC, "bohr", ".4f")
show("fine spacing", CELL / NF, "bohr", ".4f")
print(f"compensation radius, projector width: {RC} {SIGMA} bohr")
print(f"ionic, partial-core charge per centre: {ZION} {QCORE} e")
print(f"monopoles s, p: {QS} {QP} e; sp dipole: {DIP} e bohr")
print(f"one-centre parameters s, p, quadratic: {BS} {BP} {U1} hartree")
show("largest error of FFT routines vs kernels", adjoint_err, "", ".1e")
print("-- random complex orbitals, occupations 2.0 1.3 0.6 --")
for nc in (NC, NWRAP):
    show(f"dE/dt finite difference, {nc} points", deriv[nc][0],
         "hartree", ".9f")
    show(f"dE/dt from H, {nc} points", deriv[nc][1], "hartree", ".9f")
print("-- direction of largest disagreement, 13 points --")
show("dE/dt finite difference", num_w, "hartree", ".9f")
show("dE/dt from H, filtered potential", fil_w, "hartree", ".9f")
show("dE/dt from H, sampled potential", sam_w, "hartree", ".9f")
show("max |H(double) - H(single fine)|", h_diff, "hartree", ".1e")
show("|E(double) - E(single fine)|", e_diff, "hartree", ".1e")
print("-- self-consistent two-electron state --")
show("iterations", nit, "", "d")
show("kinetic energy", parts[0], "hartree")
show("fine-grid energy", parts[1], "hartree")
show("one-centre energy", parts[2], "hartree")
show("total energy", e_f, "hartree")
show("total energy", e_f * HARTREE_EV, "eV", ".4f")
show("occupied eigenvalue", eps[0], "hartree")
show("next eigenvalue", eps[1], "hartree")
show("D_ss centre 1, grid part", dgrid[0][0, 0], "hartree")
show("D_ss centre 1, one-centre part", done[0][0, 0].real, "hartree")
show("charge of smooth density", q_smooth, "e")
show("charge after augmentation on fine grid", q_fine, "e")
show("charge from overlap operator", q_overlap, "e")
show("largest monopole error, coarse grid", mono[NC], "", ".2e")
show("largest monopole error, fine grid", mono[NF], "", ".2e")
show("energy slope, filtered potential", slope_f, "hartree/rad", ".1e")
show("energy slope, sampled potential", slope_s, "hartree/rad", ".4e")
show("slope predicted by exact H at sampled state", 4 * gnorm,
     "hartree/rad", ".4e")
show("energy penalty of sampling", e_s - e_f, "hartree", ".3e")
show("wrap-around energy error, 10 points", wrap, "hartree", ".3e")
print("verified")
```

Running it gives:

```
cell side: 8.0 bohr
distance between centres: 2.0050 bohr
plane waves: 123
kinetic cutoff: 2.7758 hartree
points per axis, coarse / wrapped / fine: 13 / 10 / 26
coarse spacing: 0.6154 bohr
fine spacing: 0.3077 bohr
compensation radius, projector width: 1.0 0.7 bohr
ionic, partial-core charge per centre: 1.0 0.5 e
monopoles s, p: 0.2 0.1 e; sp dipole: 0.05 e bohr
one-centre parameters s, p, quadratic: -0.1 0.05 0.05 hartree
largest error of FFT routines vs kernels: 9.8e-15
-- random complex orbitals, occupations 2.0 1.3 0.6 --
dE/dt finite difference, 13 points: 0.012940388 hartree
dE/dt from H, 13 points: 0.012940388 hartree
dE/dt finite difference, 10 points: 0.013119238 hartree
dE/dt from H, 10 points: 0.013119238 hartree
-- direction of largest disagreement, 13 points --
dE/dt finite difference: -0.245164106 hartree
dE/dt from H, filtered potential: -0.245164106 hartree
dE/dt from H, sampled potential: -0.241161222 hartree
max |H(double) - H(single fine)|: 1.1e-16 hartree
|E(double) - E(single fine)|: 0.0e+00 hartree
-- self-consistent two-electron state --
iterations: 36
kinetic energy: 0.655690 hartree
fine-grid energy: -0.701521 hartree
one-centre energy: -0.106879 hartree
total energy: -0.152710 hartree
total energy: -4.1554 eV
occupied eigenvalue: -0.409330 hartree
next eigenvalue: -0.050875 hartree
D_ss centre 1, grid part: -0.311553 hartree
D_ss centre 1, one-centre part: -0.063145 hartree
charge of smooth density: 1.689994 e
charge after augmentation on fine grid: 2.000196 e
charge from overlap operator: 2.000000 e
largest monopole error, coarse grid: 6.19e-02
largest monopole error, fine grid: 1.50e-03
energy slope, filtered potential: -5.5e-12 hartree/rad
energy slope, sampled potential: 8.0684e-03 hartree/rad
slope predicted by exact H at sampled state: 8.0684e-03 hartree/rad
energy penalty of sampling: 5.052e-06 hartree
wrap-around energy error, 10 points: 3.708e-05 hartree
verified
```
